# Finding the Flicker Corner from Two Noise Densities: a program that tests the result

```python
# Result under test: for noise density S(f) = A*(f0/f) + W (V^2/Hz, one-sided),
# flicker and white parts are equal at the corner fc = f0*A/W.
# A: flicker density at f0 = 1 Hz; W: white density; tau: trap relaxation time.
# The 1/f law is built here from a sum over two-state traps uniform in ln(tau).
import numpy as np
from scipy.constants import k, h, e
from scipy.integrate import quad, simpson
from scipy.linalg import expm
from scipy.optimize import brentq

f0, A, W = 1.0, 1e-12, 1e-17
T, T_hot = 300.0, 400.0
corner = f0 * A / W

# One trap: spectrum from the master equation against the Lorentzian.
capture, emission = 3.0, 5.0
rates = np.array([[-capture, emission], [capture, -emission]])
times = np.linspace(0.0, 5.0, 4001)
step = expm(rates * (times[1] - times[0]))
p_full = capture / (capture + emission)
state = np.array([0.0, 1.0])
covariance = []
for _ in times:
    covariance.append(p_full * (state[1] - p_full))
    state = step @ state
covariance = np.array(covariance)
tau_one = 1 / (capture + emission)
for f in (0.3, 1.0, 4.0):
    direct = 4 * simpson(covariance * np.cos(2*np.pi*f*times), x=times)
    lorentz = 4*p_full*(1-p_full)*tau_one / (1 + (2*np.pi*f*tau_one)**2)
    assert abs(direct / lorentz - 1) < 1e-5

# Many traps: numerical sum over ln(tau) against 1/f.
tau_min, tau_max = 1e-10, 1e4
log_tau = np.linspace(np.log(tau_min), np.log(tau_max), 6001)
tau_grid = np.exp(log_tau)


def trap_sum(f):
    return simpson(4*tau_grid / (1 + (2*np.pi*f*tau_grid)**2), x=log_tau)


for f in (1.0, 1e2, 1e5):
    assert abs(trap_sum(f) * f - 1) < 1e-3


def numerical_corner(flicker_factor=1.0, white_factor=1.0):
    scale = A * flicker_factor / trap_sum(f0)
    def difference(log_f):
        return np.log(scale*trap_sum(np.exp(log_f)) / (W*white_factor))
    return np.exp(brentq(difference, np.log(1e2), np.log(1e7)))


corner_traps = numerical_corner()
assert abs(corner_traps / corner - 1) < 1e-3
corner_aged = numerical_corner(flicker_factor=2.0)
assert abs(corner_aged / (2*corner) - 1) < 1e-3

# Thermal noise: filtered density must integrate to kT/C on a capacitor.
R = W / (4*k*T)
C = 1e-12
f_rc = 1 / (2*np.pi*R*C)
area = quad(lambda x: 1 / (1 + x*x), 0, np.inf)[0]
assert abs(4*k*T*R*f_rc*area / (k*T/C) - 1) < 1e-8
corner_hot = numerical_corner(white_factor=4*k*T_hot*R / W)
assert abs(corner_hot / (corner*T/T_hot) - 1) < 1e-3

# Band powers: formulas against integration of the trap-built spectrum.
def band_powers(f2):
    return A*f0*np.log(f2/f0), W*(f2 - f0)


def difference_of_powers(f2):
    flicker, white = band_powers(f2)
    return flicker - white


flicker_power, white_power = band_powers(corner)
equal_edge = brentq(difference_of_powers, corner, 1e3*corner)
for f2 in (corner, equal_edge):
    u = np.linspace(np.log(f0), np.log(f2), 401)
    f_band = np.exp(u)
    density = np.array([A*trap_sum(f)/trap_sum(f0) + W for f in f_band])
    assert abs(simpson(density*f_band, x=u)/sum(band_powers(f2)) - 1) < 2e-3

# Other exponents: root of the defining equality against the power formula.
corner_exponent = {}
for g in (0.9, 1.1):
    root = brentq(lambda u: np.log(A/W) - g*u, 0, 30)
    f_root = f0 * np.exp(root)
    assert abs(A*(f0/f_root)**g / W - 1) < 1e-8
    assert abs(f_root / (f0*(A/W)**(1/g)) - 1) < 1e-8
    corner_exponent[g] = f_root

# Finite number of traps: random devices, each scaled to A at 1 Hz.
trap_density = 1e17      # per cm^3 and eV, rough
tunnel_length = 0.1      # nm, rough
gate_area = 100.0        # um^2, rough
kT_eV = k*T/e
per_efold = trap_density*kT_eV*(tunnel_length*1e-7)*(gate_area*1e-8)
per_decade = per_efold*np.log(10)
rng = np.random.default_rng(7)
log_corners = []
for _ in range(1500):
    count = rng.poisson(per_efold*(log_tau[-1] - log_tau[0]))
    taus = np.exp(rng.uniform(log_tau[0], log_tau[-1], count))
    def device(f):
        return np.sum(taus / (1 + (2*np.pi*f*taus)**2))
    reference = device(f0)
    log_corners.append(brentq(
        lambda u: np.log(A*device(np.exp(u))/(reference*W)),
        np.log(1e2), np.log(1e8), xtol=1e-6))
scatter = np.std(log_corners)
# Small-fluctuation estimate from Poisson statistics at two frequencies.
mean_int = quad(lambda x: 1/(1+x*x), 0, np.inf)[0]
square_int = quad(lambda x: x/(1+x*x)**2, 0, np.inf)[0]
estimate = np.sqrt(2*square_int/per_efold) / mean_int
assert abs(scatter/estimate - 1) < 0.15  # sampling and second-order terms

quantum_ratio = h*corner/(k*T)
x = quantum_ratio
assert abs(x/np.expm1(x) - 1) < 1e-6

print(f"Flicker density at 1 Hz: {A:.1e} V^2/Hz")
print(f"White density: {W:.1e} V^2/Hz")
print(f"Corner from formula: {corner/1e3:.2f} kHz")
print(f"Corner from trap sum: {corner_traps/1e3:.2f} kHz")
print(f"Total density at corner: {A*f0/corner + W:.2e} V^2/Hz")
print(f"Total over white at corner: {10*np.log10((A*f0/corner+W)/W):.2f} dB")
print(f"Flicker amplitude at 1 Hz: {np.sqrt(A)*1e9:.1f} nV/sqrt(Hz)")
print(f"White amplitude: {np.sqrt(W)*1e9:.3f} nV/sqrt(Hz)")
print(f"Amplitude ratio (not squared): {np.sqrt(A/W):.1f}")
print(f"Shortest trap time: {tau_min:.1e} s")
print(f"Longest trap time: {tau_max:.1e} s")
print(f"Temperature: {T:.0f} K")
print(f"Equivalent noise resistance: {R:.1f} ohm")
print(f"Flicker power, 1 Hz to corner: {flicker_power:.3e} V^2")
print(f"White power, 1 Hz to corner: {white_power:.3e} V^2")
print(f"Flicker rms, 1 Hz to corner: {np.sqrt(flicker_power)*1e6:.2f} uV")
print(f"White rms, 1 Hz to corner: {np.sqrt(white_power)*1e6:.2f} uV")
print(f"Total rms: {np.sqrt(flicker_power+white_power)*1e6:.2f} uV")
print(f"Upper edge for equal powers: {equal_edge/1e3:.0f} kHz")
for g, value in corner_exponent.items():
    print(f"Corner for exponent {g:.1f}: {value/1e3:.1f} kHz")
print(f"Hot temperature: {T_hot:.0f} K")
print(f"Corner when hot, fixed R and A: {corner_hot/1e3:.1f} kHz")
print(f"Corner with doubled traps: {corner_aged/1e3:.1f} kHz")
print(f"Oxide trap density (rough): {trap_density:.1e} cm^-3 eV^-1")
print(f"Tunnelling length (rough): {tunnel_length:.2f} nm")
print(f"Gate area (rough): {gate_area:.0f} um^2")
print(f"Thermal energy: {kT_eV:.4f} eV")
print(f"Active traps per decade of tau: {per_decade:.1f}")
print(f"Scatter of ln(corner), random devices: {scatter:.3f}")
print(f"Scatter of ln(corner), estimate: {estimate:.3f}")
print(f"hf/kT at corner: {quantum_ratio:.2e}")
print("OK")
```

Running it gives:

```
Flicker density at 1 Hz: 1.0e-12 V^2/Hz
White density: 1.0e-17 V^2/Hz
Corner from formula: 100.00 kHz
Corner from trap sum: 100.00 kHz
Total density at corner: 2.00e-17 V^2/Hz
Total over white at corner: 3.01 dB
Flicker amplitude at 1 Hz: 1000.0 nV/sqrt(Hz)
White amplitude: 3.162 nV/sqrt(Hz)
Amplitude ratio (not squared): 316.2
Shortest trap time: 1.0e-10 s
Longest trap time: 1.0e+04 s
Temperature: 300 K
Equivalent noise resistance: 603.6 ohm
Flicker power, 1 Hz to corner: 1.151e-11 V^2
White power, 1 Hz to corner: 1.000e-12 V^2
Flicker rms, 1 Hz to corner: 3.39 uV
White rms, 1 Hz to corner: 1.00 uV
Total rms: 3.54 uV
Upper edge for equal powers: 1416 kHz
Corner for exponent 0.9: 359.4 kHz
Corner for exponent 1.1: 35.1 kHz
Hot temperature: 400 K
Corner when hot, fixed R and A: 75.0 kHz
Corner with doubled traps: 200.0 kHz
Oxide trap density (rough): 1.0e+17 cm^-3 eV^-1
Tunnelling length (rough): 0.10 nm
Gate area (rough): 100 um^2
Thermal energy: 0.0259 eV
Active traps per decade of tau: 59.5
Scatter of ln(corner), random devices: 0.130
Scatter of ln(corner), estimate: 0.125
hf/kT at corner: 1.60e-08
OK
```
